# Thick-Film Fuchs–Sondheimer Resistivity with Partially Specular Surfaces, part 2

A metal film occupies \(0<z<d\) and carries a current along \(x\), driven by a uniform field \(E\). We seek its resistivity \(\rho=1/\sigma\), where \(\sigma\) is the conductivity averaged over the thickness. The bulk values are \(\rho_0=1/\sigma_0\). Formulas are in SI form; numerical values use nm and µΩ cm.

Electrons have charge \(-e\), mass \(m\), density \(n\) and a spherical Fermi surface with wavenumber \(k_F\), speed \(v_F=\hbar k_F/m\) and energy \(E_F\). Collisions in the interior relax the distribution at the bulk rate \(1/\tau\), and \(\lambda=v_F\tau\), so that

\[
\lambda=\frac{\hbar k_F}{m}\,\frac{m}{ne^2\rho_0}=\frac{\hbar k_F}{ne^2\rho_0}.
\tag{3}
\]

Each face reflects a fraction \(p\) specularly; the rest leave without drift. Assumption A4 is linear response to \(E\) and classical motion across the film.

Put \(\kappa=d/\lambda\), \(a=3(1-p)/(8\kappa)\), \(u=|v_z|/v_F\), \(\zeta=z/\lambda\) and \(q=e^{-\kappa/u}\). Let \(g\) be the departure from equilibrium, \(g_b\) its bulk value and \(h=g/g_b\), with \(h_\pm\) for \(v_z\) positive or negative. At \(z=0\), \(h_+=p\,h_-\). The solution is

\[
h_+=1-A\,e^{-\zeta/u},\qquad h_-=1-A\,e^{-(\kappa-\zeta)/u},\qquad A=\frac{1-p}{1-pq}.
\tag{5}
\]

With \(\phi\) the azimuth about \(z\), and \(j_b\) the bulk value of the current density \(j\),

\[
\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{2\kappa}\int_0^1(u-u^3)\,\frac{1-e^{-\kappa/u}}{1-p\,e^{-\kappa/u}}\,du .
\tag{6}
\]

\[
\frac{j(z)}{j_b}=\frac{\int_0^1(1-u^2)(h_++h_-)\,du}{\int_{-1}^{1}(1-c^2)\,dc}
=\frac34\int_0^1(1-u^2)(h_++h_-)\,du,
\tag{7}
\]

For every \(\kappa>0\) and \(0\le p\le1\),

\[
\frac{\sigma}{\sigma_0}=1-a+R,\qquad
0\le R\le\frac{3(1-p)^2e^{-\kappa}}{\kappa^3(1-p\,e^{-\kappa})}.
\tag{8}
\]

The conductivity law is \(\sigma/\sigma_0=1-a\); the linear resistivity law is \(\rho/\rho_0=1+a\). The theorem to be proved states that, for \(\kappa\ge 3\) and \(0\le p\le 1\),

\[
0\le\frac{\rho}{\rho_0}-(1+a)\le\frac{a^2}{1-a}.
\]

Earlier numerical checks solved the kinetic equation directly and, separately, followed random electron paths to find the loss \(1-\sigma/\sigma_0\).

### Proof of the theorem

From equation (8), \(\rho/\rho_0=1/(1-a+R)\). Subtracting \(1+a\) and using a common denominator,

\[
\frac{\rho}{\rho_0}-(1+a)=\frac{1-(1+a)(1-a+R)}{1-a+R}
=\frac{a^2-R(1+a)}{1-a+R}.
\tag{9}
\]

For \(\kappa\ge3\), \(a\le1/8\), so \(1-a>0\). Omitting \(R\ge0\) from the numerator and the denominator can only raise the right side when the numerator is nonnegative, and this gives the upper bound \(a^2/(1-a)\).

It remains to show that the numerator is nonnegative. If \(p=1\), both \(a\) and \(R\) vanish. Otherwise, dividing the bound in (8) by \(a^2=9(1-p)^2/(64\kappa^2)\) gives

\[
\frac{R}{a^2}\le\frac{64\,e^{-\kappa}}{3\kappa(1-e^{-\kappa})}.
\]

The right side falls as \(\kappa\) grows. At \(\kappa=3\) it is about \(0.37\), and multiplying by \(1+a\le1.125\) leaves about \(0.42\), which is below 1. Hence \(R(1+a)<a^2\) for \(\kappa\ge3\), which completes the proof. ∎

The second-order error can be seen by evaluating equation (6). For \(p=0\), the difference \(\rho/\rho_0-(1+a)\) at \(\kappa=10\) is \(4.08\) times that at \(\kappa=20\). A purely quadratic error would give 4, and \(a^2/(1-a)\) also gives \(4.08\). The numerical solution of the kinetic equation gives \(4.07\), which differs only through its discretization error.

### Remarks on the law

**The factor 3/8.** In a thick film, the mean of \(h\) for electrons with a given \(|v_z|\) is \(1-(1-p)u/\kappa\), and \(u/\kappa=|v_z|\tau/d\). Weighting this loss by \(v_x^2\), as the current does, gives

\[
a=\frac{(1-p)\tau}{d}\,\frac{\langle v_x^2|v_z|\rangle}{\langle v_x^2\rangle},
\tag{10}
\]

where the brackets are averages over the states at the Fermi energy. On a sphere the mean of \(\cos^2\phi\) is \(1/2\), so

\[
\langle v_x^2|v_z|\rangle=\frac{v_F^3}{2}\int_0^1(1-u^2)u\,du=\frac{v_F^3}{8},
\qquad \langle v_x^2\rangle=\frac{v_F^2}{3}.
\]

Their ratio is \(3v_F/8\). Here \(|v_z|/d\) is the rate at which an electron meets a face, and \((1-p)|v_z|/d\) is the rate at which it loses its drift there.

**Current near a face.** At \(z=0\), \(h_-\) differs from 1 by an exponentially small amount, and \(h_+=p\,h_-\). Equation (7) then gives \(j(0)/j_b=(1+p)/2\) for a thick film. Even a fully diffuse face leaves half the bulk current density, carried by the electrons that are arriving.

**Independence of \(\tau\).** To leading order,

\[
\rho-\rho_0=\frac{3(1-p)}{8d}\,\rho_0\lambda=\frac{3(1-p)}{8d}\,\frac{\hbar k_F}{ne^2}.
\]

At fixed \(n\) and \(p\), the excess does not depend on \(\tau\). Warming the film changes its bulk part but, at this order, leaves the surface part unchanged.

**Unequal faces.** If the faces have specular fractions \(p_1\) and \(p_2\), their amplitudes in a thick film are \(1-p_1\) and \(1-p_2\), apart from terms of order \(q\). Each contributes half of the former sum, so \(p\) is replaced by \((p_1+p_2)/2\). A resistivity measurement cannot tell which face is the rougher.

**Failure in thin films.** When \(\kappa<3(1-p)/8\), the expression \(1-a\) is negative, whereas the conductivity of the model is positive. The full integral (6) is then needed.

### Lemma 6: the four-probe reading

*Four point contacts stand in a line at equal spacing \(s\) on a film whose width far exceeds \(s\), with \(s\gg d\) and \(s\gg\lambda\). A current \(I\) flows through the outer pair. The inner pair reads*

\[
V=\frac{\ln2}{\pi}\,I R_s,\qquad R_s=\frac\rho d .
\tag{11}
\]

**Proof.** A square of side \(L\) has length \(L\) and cross-section \(Ld\), so its resistance is \(\rho L/(Ld)=\rho/d\). Current entering at a point spreads evenly over circles, and at distance \(r\) the field is \(R_sI/(2\pi r)\). Let current enter at \(x=0\) and leave at \(x=3s\). Between these contacts both fields point along \(+x\):

\[
V=\frac{IR_s}{2\pi}\int_s^{2s}\left(\frac1x+\frac1{3s-x}\right)dx=\frac{IR_s}{2\pi}(\ln2+\ln2).
\]

This is equation (11). ∎

The resistance of the outer contacts does not enter, because \(I\) is imposed. That of the inner contacts does not enter if the voltmeter draws negligible current.

### A gold film

Take \(d=200\) nm at 300 K and choose \(p=0.2\). Rough inputs for gold are a cubic lattice constant of 0.41 nm and \(\rho_0=2.2\) µΩ cm. There are four atoms in the cubic cell, each supplying one conduction electron, so

\[
n=\frac{4}{(0.41\ \text{nm})^3}=5.80\times10^{22}\ \text{cm}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=11.98\ \text{nm}^{-1}.
\]

Equation (3) gives \(\lambda=38.5\) nm. Then \(\kappa=200/38.54=5.19\), and

\[
a=\frac{3\times0.8}{8\times5.19}=0.0578 .
\]

The linear law gives \(\rho/\rho_0=1.0578\) and the full integral gives \(1.0613\). Their difference, \(0.0035\), agrees with \(a^2/(1-a)=0.0035\). The film resistivity is \(2.2\times1.0613=2.335\) µΩ cm, and \(R_s=0.11675\) Ω per square. With \(I=1\) mA and \(s=1\) mm, equation (11) gives \(V=25.76\) µV. Without surface scattering it would be 24.27 µV, so the surfaces account for 1.49 µV. More digits are kept here than the rough inputs justify, so that the small surface term can be followed through the calculation. With 0.4078 nm and 2.27 µΩ cm, closer to tabulated values for gold at 300 K, \(\lambda\) falls to 37.0 nm and \(V\) rises to 26.5 µV, while the surface part moves only to 1.47 µV. The bulk part is thus uncertain by about half the surface part: that reading, analysed as below with the rough inputs, would give \(p\approx-0.17\) instead of 0.2.

At fixed \(p=0.2\), the two laws compare as follows. The error is that of the linear law relative to the full integral.

| \(d\) (nm) | full | linear | error (%) |
|---|---|---|---|
| 20 | 1.669 | 1.578 | −5.5 |
| 40 | 1.339 | 1.289 | −3.8 |
| 100 | 1.129 | 1.116 | −1.2 |
| 200 | 1.061 | 1.058 | −0.3 |
| 400 | 1.030 | 1.029 | −0.1 |

The small error at 20 nm is a cancellation. The relative error is \((1+a)(1-a+R)-1=-a^2+R(1+a)\). At 20 nm, \(a^2=0.33\), while the tabulated values give \(R(1+a)=0.28\). The expansion has lost its justification there, although its result is still close.

### Recovering the specularity

Solving the conductivity law for \(p\) gives

\[
1-p=\frac{8d}{3\lambda}\left(1-\frac{\rho_0}{\rho}\right).
\tag{12}
\]

Applied to the calculated voltage, this returns \(p=0.200\). The linear resistivity law returns \(0.151\), because \(8d/(3\lambda)=13.8\) multiplies its small error. The conductivity law is therefore the better one to invert for this film.

The same factor multiplies errors of measurement. The instrument gives \(R_s\), and \(\rho=R_sd\). Equation (12) becomes \(1-p=(8/3\lambda)(d-\rho_0/R_s)\), so at fixed \(R_s\), \(\rho_0\) and \(\lambda\),

\[
\delta p=-\frac{8d}{3\lambda}\,\frac{\delta d}{d}.
\]

A thickness read 1% too large lowers \(p\) by \(0.138\), from \(0.200\) to \(0.062\).

Temperature matters too. If \(\rho_0\) is proportional to \(T\), warming by 10 K raises it by 3.3%, while the excess resistivity changes by only −0.2% of itself. The film then has \(\rho=2.273+0.135=2.408\) µΩ cm. Comparing this with \(\rho_0\) and \(\lambda\) at 300 K gives \(1-p=13.84\,(1-2.200/2.408)\approx1.2\), an impossible specularity of about \(-0.2\).

### The model beside a real film

The value \(p=0.2\) is a choice and not a property of gold. The model also assumes that the interior scatters like bulk metal. This fails if the film is polycrystalline and its grain boundaries scatter electrons appreciably.

For an estimate to first order in \(r\), let grain boundaries normal to \(x\) have mean spacing \(D\), let each reverse \(v_x\) with probability \(r\), and take the field as uniform. Reversals occur at the rate \(r|v_x|/D\). Each replaces \(g\) by \(-g\), so the drift decays at twice this rate. With \(c=|v_x|/v_F\) and \(\beta=2r\lambda/D\),

\[
\frac{\sigma}{\sigma_0}=3\int_0^1\frac{c^2}{1+\beta c}\,dc\approx1-\frac{3\beta}{4},
\qquad \frac{\rho}{\rho_0}\approx1+\frac{3r\lambda}{2D}.
\]

For \(r=0.2\) and \(D=200\) nm, the integral gives \(\rho/\rho_0=1.058\), an increase comparable with that from the surfaces. The leading terms of the two effects are equal here because the chosen values have \(D=d\) and \(4r=1-p\). At this \(r\) the estimate is somewhat low. The current must be continuous through each boundary, so charge gathers there and the field is not uniform. For equally spaced boundaries and isotropic elastic collisions inside the grains, allowing for this raises \(\rho/\rho_0\) to about 1.07. If \(D\) is proportional to \(d\), both effects vary as \(1/d\) to leading order, and at that order a series of thicknesses alone cannot separate them. Assigning the whole excess to the surfaces would then give a value of \(p\) that is too small.

Other neglected effects can be gauged as follows:

- **Fermi surface.** That of gold is not a sphere. As a measure of sensitivity, let the mass along \(z\) be \(Mm\), with \(n\) and the in-plane mass fixed. Putting \(k_z=\sqrt M\,k_z'\) restores a sphere, whose radius varies as \(M^{-1/6}\) at fixed density, and \(v_z\) gains a further factor \(M^{-1/2}\). By equation (10), \(a\) varies as \(M^{-2/3}\). For \(M=1.2\) it falls by 11%, or about 0.7% of \(\rho_0\). This is not a calculation for the true surface.
- **Quantized motion.** The number of occupied subbands is about \(k_Fd/\pi=763\), which supports the classical treatment of motion across the film.
- **Thermal smearing.** With \(k_BT/E_F=0.0047\) and constant \(\tau\), the surface term changes by 0.004% of itself.
- **Strong fields.** At the edge of a current contact of radius 25 µm the field is 0.74 V/m. The energy gained over one mean free path is about \(10^{-6}\,k_BT\), so the linear response assumed in A4 is well satisfied.

The remaining values for this film are in the numerical output.

## Numbers as computed

```
lattice constant (rough input)      0.41 nm
bulk resistivity (rough input)      2.20 uohm cm
temperature                         300 K
film thickness d                    200 nm
specularity p (chosen)              0.20
electron density                    5.804e+22 cm^-3
Fermi wavenumber                    11.98 nm^-1
Fermi energy                        5.47 eV
mean free path                      38.54 nm
relaxation time                     27.8 fs
kappa = d/lambda                    5.190
linear term a                       0.05781
sigma/sigma0, full integral         0.942217
sigma/sigma0, 1 - a                 0.942191
rho/rho0, full integral             1.06133
rho/rho0, 1 + a                     1.05781
rho/rho0 shift on mesh refinement   -1.7e-06
largest kinetic-formula gap         5.9e-08
error ratio, kappa 10 over 20, p=0  4.073
random-path loss of sigma/sigma0    0.05778 +- 0.00034
current density at surface / bulk   0.5999
current density at middle / bulk    0.9937
film resistivity                    2.3349 uohm cm
excess resistivity                  0.1349 uohm cm
product rho0*lambda                 84.79 uohm cm nm
sheet resistance                    0.11675 ohm/square
probe current                       1.0 mA
probe spacing                       1.0 mm
probe voltage                       25.758 uV
probe voltage if rho = rho0         24.270 uV
d (nm), kappa, rho/rho0 full, linear, linear error (%), p = 0.2:
    20   0.519   1.6693   1.5781   -5.46
    40   1.038   1.3393   1.2890   -3.75
   100   2.595   1.1289   1.1156   -1.18
   200   5.190   1.0613   1.0578   -0.33
   400  10.379   1.0298   1.0289   -0.08
p recovered, resistivity law        0.151
p recovered, conductivity law       0.200
same, thickness read 1% too large   0.062
grain reflection (chosen), size     0.20, 200 nm
rho/rho0 from grains alone          1.0576
surface average, sphere             0.3750
surface term, m_z 20% heavier       -11.4 %
kT/E_F                              0.00473
surface term, thermal smearing      0.0037 %
bulk resistivity change, +10 K      3.33 %
excess resistivity change, +10 K    -0.19 %
occupied subbands k_F d/pi          763
contact radius (chosen)             25 um
field at contact edge               0.743 V/m
e*field*lambda/kT at contact edge   1.1e-06
```
